# Why combined scattering gives at least the Matthiessen resistivity

**Question**

I am analysing the resistivity of fine-grained electroplated copper. I take the measured value, subtract the phonon and impurity resistivities known from coarse-grained material, and call the remainder the grain-boundary resistivity. This relies on Matthiessen's rule, $\rho=\sum_i\rho_i$. My justification was that the scattering rates of independent mechanisms add. A colleague objects that grain boundaries scatter electrons differently according to their direction of motion, so the resistivities need not add even when the rates do. Is that right? If so, does the error have a definite sign, when does it vanish, and does it matter for a film like mine?

**Answer**

Your colleague is right. Rates add separately in each electron state, whereas a resistivity is the reciprocal of an average over states. Adding and averaging reciprocals are operations that do not commute. The error has a definite sign, and it vanishes under a condition weaker than "the relaxation times are constant".

**What is being averaged**

Let a weak field $\mathcal E$ act along $x$, with no magnetic field. Write the occupation as $f_0+g$, where $f_0(\varepsilon)$ is the Fermi function, and let $\tau(\mathbf k)$ be the relaxation time of $g$. The electron charge is $-e$, so the steady Boltzmann equation reads

$$-e\mathcal E\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{g}{\tau}
\quad\Rightarrow\quad g=e\mathcal E\,v_x\tau\,\frac{\partial f_0}{\partial\varepsilon}.$$

The current density is $j=-2e\int\frac{d^3k}{(2\pi)^3}v_xg$, the 2 counting spin. Dividing by $\mathcal E$ gives

$$\sigma=K\langle\tau\rangle,\qquad K=2e^2\int\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right),$$

where $\langle\cdot\rangle$ is the normalised average with weight $v_x^2(-\partial f_0/\partial\varepsilon)$. With several bands, the integral includes a sum over them. I take $x$ to be a principal axis of the conductivity, both for each mechanism alone and for all together, so that $\rho=1/\sigma$ in every case.

For free electrons, $v_x\,\partial f_0/\partial\varepsilon=\hbar^{-1}\partial f_0/\partial k_x$. Integrating by parts moves the derivative onto the other factor $v_x=\hbar k_x/m$, and $K=ne^2/m$. At low temperature the weight sits on the Fermi sphere. With $\mu=|v_x|/v_F$, equal steps of $\mu$ cover equal areas of the sphere, so the normalised weight is $3\mu^2$ on $0<\mu<1$.

Now let independent mechanisms act on the same carriers, with the same bands and the same $f_0$:

$$\frac1{\tau(\mathbf k)}=\sum_i\frac1{\tau_i(\mathbf k)},\qquad \rho_i=\frac1{K\langle\tau_i\rangle},\qquad \rho_M=\sum_i\rho_i .$$

Here $\rho_i$ is the resistivity with mechanism $i$ acting alone, and $\rho_M$ is the Matthiessen sum. All rates are positive and, for now, all averages finite.

**The proof**

Take any constants $c_i$ with $\sum_ic_i=1$. In each state, expand the square:

$$\sum_i\tau_i\left(c_i-\frac{\tau}{\tau_i}\right)^2
=\sum_ic_i^2\tau_i-2\tau\sum_ic_i+\tau^2\sum_i\frac1{\tau_i}.$$

The middle sum is 1 and the last is $1/\tau$, so the right side equals $\sum_ic_i^2\tau_i-2\tau+\tau=\sum_ic_i^2\tau_i-\tau$.

Choose $c_i=\rho_i/\rho_M$, the share of mechanism $i$ in the Matthiessen sum. Average and multiply by $K$. Since $K\langle\tau_i\rangle=1/\rho_i$,

$$K\sum_ic_i^2\langle\tau_i\rangle=\sum_i\frac{\rho_i^2}{\rho_M^2}\frac1{\rho_i}=\frac1{\rho_M},$$

and therefore

$$\frac1{\rho_M}-\frac1\rho=K\left\langle\sum_i\tau_i\left(c_i-\frac{\tau}{\tau_i}\right)^2\right\rangle\ \ge 0
\quad\Rightarrow\quad \boxed{\rho\ge\sum_i\rho_i}.$$

The quantity $\tau/\tau_i$ is the fraction of the relaxation rate in state $\mathbf k$ that is due to mechanism $i$. The conductivity deficit measures how far these fractions differ from the fixed shares $c_i$. Physically, when a mechanism acts alone, the current shifts towards the states it scatters least. A second mechanism that attacks those states closes the easy route.

If some $\langle\tau_i\rangle$ diverges, then $\rho_i=0$. Apply the result to the other mechanisms, then restore this one: its positive rate shortens $\tau$ everywhere and raises $\rho$, while the sum stays the same. The inequality survives.

**When the sum is exact**

The deficit is an average of non-negative terms. It vanishes if and only if $\tau/\tau_i=c_i$ in every state of nonzero weight, apart from a set of measure zero. Then $\tau_i/\tau_j=c_j/c_i$ is constant. Conversely, if $\tau_i=s_it(\mathbf k)$ with constants $s_i$, then both $\tau/\tau_i$ and $\rho_i/\rho_M$ equal $s_i^{-1}/\sum_js_j^{-1}$, and the deficit is zero.

So the condition is that all rates be proportional to one another over the states that carry current. They may depend on momentum as strongly as you like, provided they do so in the same way. Momentum dependence alone does not break the rule; a difference in momentum dependence does.

The excess has no general upper bound. Take two patches of states with equal weight and $K=1$. Mechanism A has rates $(1,N)$ and mechanism B has rates $(N,1)$. Each alone has $\langle\tau\rangle=(1+1/N)/2$, so the Matthiessen sum is $4/(1+1/N)<4$. Together the rate is $N+1$ in both patches, and $\rho=N+1$. For $N=100$ the sum is 3.96 and the true value is 101.

**Does the result need relaxation times?**

No. In general the linearised equation is $C\varphi=v$, where $v$ stands for $v_x$, $\varphi$ replaces $v_x\tau$, and $C=\sum_iC_i$ includes scattering into a state as well as out of it. Assume that each $C_i$ is symmetric and positive, and invertible on the space containing $v$ and $\varphi$. Up to a common prefactor, the conductivities are $s=v\cdot C^{-1}v$ and $s_i=v\cdot C_i^{-1}v$. Writing $v\cdot\varphi=(C_i^{-1/2}v)\cdot(C_i^{1/2}\varphi)$, the Cauchy–Schwarz inequality gives

$$(v\cdot\varphi)^2\le s_i\;\varphi\cdot C_i\varphi .$$

Insert $\varphi=C^{-1}v$, for which $v\cdot\varphi=s$ and $\sum_i\varphi\cdot C_i\varphi=\varphi\cdot v=s$. Dividing by $s_i$ and summing gives $s\ge s^2\sum_i1/s_i$, or $1/s\ge\sum_i1/s_i$. This is the same inequality. Equality requires $C_i\varphi\propto v$ for every $i$: each mechanism alone must produce the same shape of disturbed distribution.

**A model of your grain boundaries**

Represent the boundaries as thin planes normal to the current, with potential $S\delta(x)$, at random positions with mean spacing $D$. Such a plane conserves the momentum parallel to it and can only reverse $k_x$.

Consider first the reflection probability $R_k$ of one plane. Let $k=|k_x|$, let $b$ and $t$ be the reflected and transmitted amplitudes, and let $\beta=mS/(\hbar^2k)$. Continuity gives $1+b=t$. The jump in slope gives $ik\,t-ik(1-b)=2k\beta t$. Eliminating $b$,

$$2i(t-1)=2\beta t\;\Rightarrow\; t=\frac1{1+i\beta},\qquad \frac{R_k}{1-R_k}=\frac{1-|t|^2}{|t|^2}=\beta^2 .$$

Let $R$ be the value at normal incidence on the Fermi surface, and $r=R/(1-R)$. Since $\beta\propto1/k$, an electron with direction $\mu$ has $\beta^2=r/\mu^2$.

For weak reflection, use the golden rule in a length $L$. The matrix element is $S/L$ and the density of final states at $-k_x$ is $L/(2\pi\hbar|v_x|)$. There are $L/D$ planes at random positions. I add their rates, which neglects interference between waves reflected from different planes. This assumes that phonons or other processes destroy the phase coherence. Perfectly coherent planes of this kind would localise the electrons, so "grains alone" below means the Boltzmann value without interference. The rate of reversal is

$$w=\frac LD\,\frac{2\pi}\hbar\left(\frac SL\right)^2\frac{L}{2\pi\hbar|v_x|}
=\frac{S^2}{\hbar^2D|v_x|}=\frac{|v_x|}{D}\beta^2=\frac{v_Fr}{D\mu},$$

where $\beta=S/(\hbar|v_x|)$ was used. The disturbance $g$ is odd in $k_x$, so reversals change it at the rate $-w[g(k_x)-g(-k_x)]=-2wg$. Hence

$$\frac1{\tau_g}=\frac{2v_Fr}{D\mu}.$$

Electrons moving nearly parallel to the planes are scattered most. Phonons and impurities are taken as isotropic, with a combined constant time $\tau_0$, mean free path $\lambda_0=v_F\tau_0$ and resistivity $\rho_0$. Isotropic scattering returns electrons in proportion to the average of $g$ over the sphere, which is zero for an odd $g$. A relaxation time is therefore the full solution of this model.

With $\alpha=2r\lambda_0/D$, the total time is $\tau=\tau_0/(1+\alpha/\mu)$. Using $\mu^3/(\mu+\alpha)=\mu^2-\alpha\mu+\alpha^2-\alpha^3/(\mu+\alpha)$,

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^3\,d\mu}{\mu+\alpha}
=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right].$$

For grains alone, $\tau_g=\tau_0\mu/\alpha$ and $\langle\mu\rangle=3\int_0^1\mu^3d\mu=3/4$, so $\rho_g=\tfrac43\alpha\rho_0$ and $\rho_M=\rho_0(1+\tfrac43\alpha)$.

The two limits show the difference:

- For $\alpha\ll1$, $\rho\approx\rho_0(1+\tfrac32\alpha)$. Isotropic scattering fixes the distribution, and grains contribute through the average rate, $\langle1/\mu\rangle=3/2$. Alone, they contribute through $1/\langle\mu\rangle=4/3$. The excess is $\alpha\rho_0/6$.
- For $\alpha\gg1$, expanding the integrand gives $\rho_0/\rho\approx\frac3{4\alpha}-\frac3{5\alpha^2}$. Inverting, $\rho/\rho_0\approx\frac{4\alpha}3\left(1+\frac4{5\alpha}\right)=\frac{4\alpha}3+\frac{16}{15}$. The excess tends to $\rho_0/15$.

Relative to $\rho$, the excess is small in both limits. A scan over $10^{-3}\le\alpha\le10^3$ puts its maximum at 2.0 %, near $\alpha=0.58$.

**Numbers for a plated film**

I use rough values typical of copper: $n=8.5\times10^{28}$ m$^{-3}$, a phonon resistivity of 1.7 µΩ cm at room temperature, and 0.3 µΩ cm from impurities. For the deposit I choose $D=40$ nm and $R=0.10$. The two isotropic parts have proportional rates, so they add exactly in the model: $\rho_0=2.0$ µΩ cm. Then $\tau_0=m/(ne^2\rho_0)=20.87$ fs, and with $v_F=1.575\times10^6$ m/s, $\lambda_0=32.87$ nm. From $r=0.10/0.90=0.1111$,

$$\alpha=\frac{2(0.1111)(32.87)}{40}=0.1826 .$$

The grain resistivity alone is $\frac43(0.1826)(2.0)=0.487$ µΩ cm, and the Matthiessen sum is 2.487 µΩ cm. The full expression gives 2.525 µΩ cm (25.25 nΩ m). The excess is 0.038 µΩ cm, or 1.5 % of the film resistivity.

The fractions $\tau/\tau_g$ show its origin. Grain boundaries supply 15 % of the relaxation rate at $\mu=1$ but 48 % at $\mu=0.2$, whereas their share of the Matthiessen sum is 20 %. No single share describes all directions.

Your subtraction puts the whole excess into the grain term. It gives $2.525-2.000=0.525$ µΩ cm instead of 0.487, an overstatement of 7.9 % relative to the true $\rho_g$. As $\rho_g\propto1/D$ at fixed $R$, the inferred spacing would be $40\times0.487/0.525\approx37$ nm.

The equality condition can be seen in the same film. Add a second family of boundaries with the same $R$ and spacing $3D$. Alone it gives 0.162 µΩ cm. Without phonons and impurities, the two families together give 0.649 µΩ cm, which is the sum of 0.487 and 0.162. Both rates vary as $1/\mu$, so their strong direction dependence does no harm.

**What cooling does**

Cooling changes $\rho_0$ while the grains stay fixed. With $a=1/\tau_0$ we have $\rho_0=a/K$ and $d\tau/da=-\tau^2$, so

$$\frac{d\rho}{d\rho_0}=K\frac{d}{da}\frac1{K\langle\tau\rangle}=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1,$$

because a variance cannot be negative. The slope tends to 1 for small $\alpha$. For large $\alpha$, where $\tau\propto\mu$, it tends to $\langle\mu^2\rangle/\langle\mu\rangle^2=(3/5)/(9/16)=16/15$.

Let the phonon part fall to a rough 0.2 µΩ cm near 77 K, with $n$, $D$, $R$ and the impurity part held fixed. The resistivity without grain boundaries drops by 1.500 µΩ cm, and that of the film by 1.518 µΩ cm. In this model the temperature-dependent part is thus about 1.2 % larger in the film. Exact additivity would make the two drops equal.

**How far to trust the size of the excess**

The proof assumes scattering rates that are the same everywhere in the film, and the model spreads the boundaries out in this way. Under that assumption the sign is fixed, while the size depends on details of the scattering. Real boundaries sit at fixed places, here about a mean free path apart, which changes the size. For equally spaced fixed planes 40 nm apart, without interference and with the same isotropic scattering between them, the excess is about 0.031 µΩ cm instead of 0.038. The size also depends on how the rate varies with direction. The factor $\beta^2=r/\mu^2$ grows without limit at grazing incidence, but this is not a defect. For $N$ fixed planes without interference, the ratio $R_k/(1-R_k)$ adds in series to $N\beta^2$, so such planes alone give exactly the 0.487 µΩ cm found above, at any reflection strength. As a test of sensitivity only, replace $\beta^2$ by the probability $\beta^2/(1+\beta^2)=r/(\mu^2+r)$. This treats successive encounters as unrelated, which does not hold for fixed planes, where a reflected electron meets the same planes again. The rate then varies as $\mu r/(\mu^2+r)$. Between $\mu=1$ and $\mu=1/3$ it rises by a factor of 1.7 instead of 3, so it is closer to isotropic. The grain term becomes 0.398 µΩ cm, the film 2.406 µΩ cm, and the excess only 0.008 µΩ cm, a fifth of the earlier value.

Anisotropic phonon scattering can act the other way. I tried a phonon rate proportional to $1+(\hat k_x^4+\hat k_y^4+\hat k_z^4-\frac35)$, with $\hat{\mathbf k}$ the direction of $\mathbf k$ and the current along a cube axis. This rate varies by a factor of 1.9 over the sphere, and I kept the phonon resistivity at 1.7 µΩ cm. Phonons and impurities then no longer add exactly, with an excess of 0.007 µΩ cm between them. The total excess, with golden-rule grains, rises to 0.068 µΩ cm; with the current along a body diagonal it is about 0.044 µΩ cm. The trial is a measure of sensitivity, not a model of copper's actual Fermi surface.

Diffuse scattering at both surfaces of a film 1000 nm thick adds 0.024 µΩ cm, which is comparable with the excess. Thermal smearing of the Fermi surface changes the resistivity by a few parts in a million if $\tau_0$ does not depend on energy, and by about one part in $10^5$ if the mean free path is constant instead. Either change is negligible.

A real deposit also has boundaries in many orientations, a spread of grain sizes, and reflection that differs from boundary to boundary. Orientation matters a great deal. If the plane normals are spread evenly over all directions, the grain collision operator is unchanged by rotations and $v_x$ is an eigenfunction of it. The equality condition then holds on a Fermi sphere with isotropic phonons and impurities, and the excess vanishes. For columnar grains, with normals spread evenly in the film plane, the rate varies as $1/\sqrt{1-\hat k_z^2}$, with $z$ normal to the film. The excess is then about 0.014 µΩ cm for the same grain resistivity, an overstatement of about 3 %. The 40 nm spacing describes a fine-grained deposit; plated copper can recrystallise at room temperature, and its grains can then become much larger. For planes normal to the current with $D=40$ nm and $R=0.10$, the trials above put the excess between roughly 0.01 and 0.07 µΩ cm, that is, from a fraction of a percent to nearly 3 % of the film resistivity. These are results of particular trials, not bounds. With golden-rule grains, a larger $R$ gives a larger excess, which tends to $\rho_0/15=0.13$ µΩ cm. In the same trials, subtraction, which also counts any phonon–impurity excess as grain resistivity, overstates the grain term by about 2 to 14 %. If that matters, fit the combined expression, and state which reflection model you used: the fitted $R$ depends on it, and the grain term itself can shift by several percent.

Finally, the inequality compares mechanisms acting on unchanged carriers. If impurities also collect at the boundaries and alter $R$, or an added element changes the carrier density, the separately measured $\rho_i$ are no longer the ones in the proof. The measured total may then lie on either side of their sum. The numerical output below lists the values for planes normal to the current with uniform rates.

## Numbers as computed

```
Two-patch example, each mechanism alone: 1.9802 (arb.)
Two-patch example, Matthiessen sum: 3.9604 (arb.)
Two-patch example, true resistivity: 101.0000 (arb.)
Small-alpha slope of rho/rho0: 1.4999
Large-alpha excess over rho0: 0.0666
Largest excess/rho in grain model: 2.00 %
  reached at alpha: 0.58
Electron density: 8.50e+28 m^-3
Phonon resistivity, room temperature: 1.7000 microohm cm
Phonon resistivity, near 77 K: 0.2000 microohm cm
Impurity resistivity: 0.3000 microohm cm
Grain spacing D: 40.0 nm
Normal-incidence reflection R: 0.10
r = R/(1-R): 0.1111
Film thickness: 1000 nm
Fermi energy: 7.049 eV
Fermi velocity: 1.575 10^6 m/s
Relaxation time without grains: 20.87 fs
Mean free path lambda0: 32.87 nm
alpha: 0.1826
Grain share of collisions at mu=1: 15.4 %
Grain share of collisions at mu=0.2: 47.7 %
Grain share of Matthiessen sum: 19.6 %
rho0 (phonons + impurities, exact sum): 2.0000 microohm cm
Grain boundaries alone: 0.4870 microohm cm
Matthiessen sum: 2.4870 microohm cm
True film resistivity: 2.5253 microohm cm
Excess: 0.0383 microohm cm
Excess / true resistivity: 1.52 %
Grain part found by subtraction: 0.5253 microohm cm
Overstatement of grain part: 7.87 %
Slope d rho/d rho0: 1.0063
Second boundary family alone (spacing 3D): 0.1623 microohm cm
Both boundary families together: 0.6493 microohm cm
Film resistivity near 77 K: 1.0069 microohm cm
Change on cooling, bulk: 1.5000 microohm cm
Change on cooling, film: 1.5184 microohm cm
Change on cooling, film with surfaces: 1.5189 microohm cm
Neglected: surfaces add: 0.0239 microohm cm
Neglected: thermal smearing, relative: 2.7e-06
Phonon-rate anisotropy tried, max/min: 1.91
  phonon-impurity excess it causes: 0.0070 microohm cm
  total excess with it: 0.0679 microohm cm
Saturating reflection: grains alone: 0.3984 microohm cm
Saturating reflection: film: 2.4060 microohm cm
Saturating reflection: excess: 0.0076 microohm cm
```
